# Interband velocity of a two-site chain and its Bloch phases

## Problem

An infinite chain of lattice constant $a$ has two orthonormal orbitals per cell, $A$ at position $0$ and $B$ at position $d$ within the cell, with $0\le d<a$. The on-site energies are $+\Delta$ and $-\Delta$, with $\Delta\ge 0$. Orbital $A$ is coupled by a real hopping $t_1$ to the $B$ of its own cell and by a real hopping $t_2$ to the $B$ of the cell on its left. The position operator is taken to be diagonal in the orbitals,

$$x\,|R,j\rangle=(R+\tau_j)\,|R,j\rangle,\qquad \tau_A=0,\quad \tau_B=d, \tag{1}$$

where $R$ is a multiple of $a$. Bloch sums over $N$ cells, with $N$ large, are formed with fixed phase offsets $s_j$:

$$|k,j;s\rangle=\frac{1}{\sqrt N}\sum_R e^{ik(R+s_j)}\,|R,j\rangle . \tag{2}$$

The lattice-vector convention has $s_j=0$, and the position convention has $s_j=\tau_j$. Let $H_s(k)$ be the $2\times2$ Hamiltonian matrix in the basis (2), and let $c$ and $v$ be the upper and lower band, assumed nondegenerate at the $k$ considered.

1. For which offsets is $\langle c|\partial_kH_s|v\rangle$ equal to the interband element $v_{cv}$ of the velocity operator?
2. What must be added in the lattice-vector convention?
3. Evaluate both for $a=4$ Å, $d=1.5$ Å, $t_1=-2$ eV, $t_2=-1$ eV, $\Delta=1$ eV at $ka=\pi/3$.

The algebra is in atomic units, so $\hbar=1$ and a velocity is an energy times a length. Numbers are therefore values of $\hbar v$ in eV Å. The parameters are round model values and describe no particular material.

## A first estimate by scaling

A hopping $t$ over a distance $\ell$ contributes a velocity of order $\ell|t|$. Seen from $A$, one bond goes to the right with $d|t_1|=1.5\times2=3$ eV Å, and the other goes to the left with $(a-d)|t_2|=2.5\times1=2.5$ eV Å. Since they point in opposite directions, they may nearly cancel or add, depending on the Bloch phase between them. The true element should thus lie roughly between $0.5$ and $5.5$ eV Å.

With lattice-vector phases the bond inside the cell carries no $k$ at all. The derivative sees the other bond only, and gives it the length $a$ instead of $a-d$. The off-diagonal entry of the derivative has modulus $a|t_2|=4$ eV Å at every $k$. The derivative matrix then has eigenvalues $\pm a|t_2|$, so its interband element is at most this large, and can be smaller.

The two conventions assign bond lengths that differ by $d$, so the discrepancy should be of order $d|t|$, about $1.5\times2=3$ eV Å. This is as large as the velocity itself. Scaling cannot tell how the discrepancy depends on $k$, or whether it changes the modulus of the element or just its phase.

## Exact solution

### The velocity from its definition

The Heisenberg equation gives $v=dx/dt=i[H,x]$. Write $h_{ij}(R-R')=\langle R',i|H|R,j\rangle$. Because $x$ is diagonal,

$$\langle R',i|\,i(Hx-xH)\,|R,j\rangle=i\,(R+\tau_j-R'-\tau_i)\,h_{ij}(R-R'). \tag{3}$$

The operator $x$ grows without limit along the chain, but (3) contains just the displacement along a bond. The velocity is therefore lattice periodic and has well-defined elements between Bloch states.

In the basis (2), the matrix element of $H$ is a double sum over $R'$ and $R$. Its terms depend on $R-R'$ alone, so one sum gives $N$ and cancels the normalization. Renaming $R-R'$ as $R$,

$$H_{s,ij}(k)=\sum_R e^{ik(R+s_j-s_i)}\,h_{ij}(R). \tag{4}$$

The same step applied to (3) gives the velocity matrix

$$V_{s,ij}(k)=\sum_R e^{ik(R+s_j-s_i)}\;i(R+\tau_j-\tau_i)\,h_{ij}(R), \tag{5}$$

whereas differentiating (4) gives

$$\partial_kH_{s,ij}=\sum_R e^{ik(R+s_j-s_i)}\;i(R+s_j-s_i)\,h_{ij}(R). \tag{6}$$

The derivative brings down the distance written into the phases, and the velocity needs the distance between the orbitals. In the difference of (5) and (6) the lattice vector $R$ drops out of the bracket, and what remains under the sum is (4):

$$V_{s,ij}-\partial_kH_{s,ij}=i\big[(\tau_j-s_j)-(\tau_i-s_i)\big]H_{s,ij}. \tag{7}$$

With the diagonal matrix $D$ of entries $D_j=\tau_j-s_j$, the right side is $i(H_{s,ij}D_j-D_iH_{s,ij})$. Hence

$$V_s=\partial_kH_s+i[H_s,D]. \tag{8}$$

### Between two bands

In $\langle c|H_sD-DH_s|v\rangle$ the Hamiltonian acts to the left in the first term and gives $E_c$. In the second it acts to the right and gives $E_v$. Therefore

$$v_{cv}=\langle c|\partial_kH_s|v\rangle+i(E_c-E_v)\,\langle c|D|v\rangle . \tag{9}$$

A shift common to both offsets adds a multiple of the unit matrix to $D$, which has no effect because $\langle c|v\rangle=0$. One may thus set $s_A=0$ and $s_B=s$, so that $D$ has the entries $0$ and $d-s$.

For the same band on both sides the energy factor in (9) vanishes. Band velocities are then correct for every $s$, and comparing them with the slope of the bands cannot reveal a wrong convention.

The band curvature cannot reveal it either. Expand $H_s(k+q)=H_s+q\,\partial_kH_s+\tfrac12q^2\,\partial_k^2H_s$. Second-order perturbation theory gives the $q^2$ term of the lower energy, which is $\tfrac12E_v''$, so that

$$E_v''=\langle v|\partial_k^2H_s|v\rangle-\frac{2\,|\langle c|\partial_kH_s|v\rangle|^2}{E_c-E_v}. \tag{10}$$

This holds for each $s$, because the eigenvalues do not depend on $s$. The two terms on the right change with $s$ and compensate each other.

### The size of the correction

For $s=0$ the off-diagonal element $H_{AB}$ follows from (4). The bond $t_1$ has $R=0$ and the bond $t_2$ has $R=-a$:

$$f=t_1+t_2e^{-ika}=|f|e^{i\theta}. \tag{11}$$

For general $s$ it becomes $fe^{iks}$, with phase $\theta_s=\theta+ks$. The matrix with diagonal $\pm\Delta$ has eigenvalues $\pm E$, where $E=\sqrt{\Delta^2+|f|^2}$. Define $\alpha$ by $\cos2\alpha=\Delta/E$ and $\sin2\alpha=|f|/E$. For $f\ne0$ the eigenvectors, with positive $A$ components, are

$$c=\begin{pmatrix}\cos\alpha\\ e^{-i\theta_s}\sin\alpha\end{pmatrix},\qquad
v=\begin{pmatrix}\sin\alpha\\ -e^{-i\theta_s}\cos\alpha\end{pmatrix}. \tag{12}$$

The first row of the eigenvalue equation for $c$ reads $\Delta\cos\alpha+|f|\sin\alpha=E\cos(2\alpha-\alpha)=E\cos\alpha$. The second reads $e^{-i\theta_s}(|f|\cos\alpha-\Delta\sin\alpha)=e^{-i\theta_s}E\sin\alpha$. Both hold, and $v$ is the normalized vector orthogonal to $c$.

From (12), $c_B^*v_B=-\sin\alpha\cos\alpha=-|f|/(2E)$. With $E_c-E_v=2E$, the second term of (9) is

$$i\,(2E)(d-s)\,c_B^*v_B=-i\,(d-s)\,|f|. \tag{13}$$

This answers the first question. **At a $k$ with $f(k)\neq0$, the derivative gives the complex interband velocity if and only if $s=d$**, that is, if the Bloch phases contain the orbital positions up to a common shift. If $f(k)=0$, each band lives on one sublattice, $c_B^*v_B=0$, and every offset serves. If $d=0$, the lattice-vector convention is itself the position convention.

The second question is answered by $s=0$ in (9):

$$v_{cv}=\langle c|\partial_kH_{\rm lat}|v\rangle+i(E_c-E_v)\,d\,c_B^*v_B . \tag{14}$$

### A closed form for every offset

Let a prime denote $\partial_k$. The derivative of the off-diagonal element is $(|f|'+i|f|\theta_s')e^{i\theta_s}$, and the diagonal is constant. With (12),

$$\langle c|\partial_kH_s|v\rangle=-\cos^2\!\alpha\,(|f|'+i|f|\theta_s')+\sin^2\!\alpha\,(|f|'-i|f|\theta_s')
=-\frac{\Delta}{E}|f|'-i|f|(\theta'+s). \tag{15}$$

The offset enters the imaginary part alone, and setting $s=d$ reproduces the shift (13). To find $|f|'$ and $\theta'$, use $f^*f'=|f||f|'+i|f|^2\theta'$ and multiply out:

$$f^*f'=(t_1+t_2e^{ika})(-iat_2e^{-ika})=-ia\,(t_2^2+t_1t_2e^{-ika}). \tag{16}$$

The real part gives $|f||f|'=-a\,t_1t_2\sin ka$, and the imaginary part gives $|f|^2\theta'=-a(t_2^2+t_1t_2\cos ka)$. Adding $s|f|^2=s(t_1^2+t_2^2+2t_1t_2\cos ka)$ to the latter defines

$$W_s=|f|^2(\theta'+s)=s\,t_1^2-(a-s)\,t_2^2+(2s-a)\,t_1t_2\cos ka, \tag{17}$$

and the squared modulus of (15) is

$$|\langle c|\partial_kH_s|v\rangle|^2=\frac{1}{|f|^2}\Big[W_s^2+\frac{\Delta^2}{E^2}\,(a\,t_1t_2\sin ka)^2\Big]. \tag{18}$$

The physical value has $s=d$. In $W_d$ the two bonds enter with opposite signs and with their true lengths $d$ and $a-d$, as the estimate supposed.

The value $s=a$ also has a meaning. If $A$ is paired with the $B$ on its left, the same chain in lattice-vector phases has $H_{AB}=t_1e^{ika}+t_2=fe^{ika}$. The uncorrected derivative then gives (18) with $s=a$ instead of $s=0$, although only the labelling of cells has changed. The correction removes this dependence: in the new cell $\tau_B=d-a$, and (13) supplies $-i(d-a)|f|$.

### Numbers at $ka=\pi/3$

Here $f=-2-e^{-i\pi/3}=-2.5+0.866i$ eV, so $|f|=\sqrt7=2.646$ eV, $E=\sqrt{1+7}=2.828$ eV and $E_c-E_v=5.657$ eV. In the lattice-vector convention the eigenvectors are

- $c_A=0.823$, $c_B=-0.537-0.186i$;
- $v_A=0.569$, $v_B=0.777+0.269i$.

The pieces of (15) for $s=0$ are, in eV Å,

$$-\frac{\Delta}{E}|f|'=\frac{1}{2.828}\cdot\frac{4\times2\times0.866}{2.646}=0.926,\qquad
-|f|\theta'=\frac{4\,(1+2\times0.5)}{2.646}=3.024 .$$

The correction (13) is $-i\times1.5\times2.646=-3.969i$. Therefore

$$v_{cv}=(0.926+3.024i)-3.969i=0.926-0.945i\ \text{eV Å}.$$

The true modulus is $1.323$ eV Å, or $0.0919$ atomic units of velocity. The uncorrected modulus is $3.162$ eV Å, or $0.2196$ atomic units. A transition rate calculated from the square would be too large by the factor $10.00/1.75=5.71$. With the other choice of cell the factor would be $33.1$.

## Comparison of estimate and solution

The estimated discrepancy of 3 eV Å becomes exactly $d|f|$ in this model. Since $|f|$ runs from $1$ to $3$ eV, it lies between $1.5$ and $4.5$ eV Å and is $3.97$ eV Å at $ka=\pi/3$. The squared elements, in eV² Å², are:

| $ka$ | $E_c-E_v$ (eV) | true | lattice | other cell |
|---|---|---|---|---|
| $0$ | 6.32 | 0.25 | 16.00 | 64.00 |
| $\pi/3$ | 5.66 | 1.75 | 10.00 | 58.00 |
| $\pi/2$ | 4.90 | 4.58 | 5.33 | 53.33 |
| $\pi$ | 2.83 | 30.25 | 16.00 | 64.00 |

At $ka=0$ and $\pi$ the sine in (18) vanishes, and the true moduli are $0.5$ and $5.5$ eV Å, the two ends of the estimated range. The bond currents oppose each other at the zone centre and add at the zone edge. The lattice-vector derivative gives $4$ eV Å at both points, the estimated $a|t_2|$. It thus overstates the strength of the highest transition and understates that of the lowest.

For these parameters, an unweighted average of the square over the zone happens to hide most of this. The mean square is $9.14$ eV² Å² for the true element and $9.89$ for the lattice-vector derivative, which is 8% above the true value. This closeness is a near cancellation special to the example. Since $W_d=W_s+(d-s)|f|^2$, (18) gives for the square at offset $s$ minus the true square $-2(d-s)W_s-(d-s)^2|f|^2$. The cosines average to zero over the zone, so for $s=0$ the mean excess is $2ad\,t_2^2-d^2(t_1^2+t_2^2)=12-11.25=0.75$ eV² Å². For the other cell, $s=a$, it is $2a(a-d)\,t_1^2-(a-d)^2(t_1^2+t_2^2)=80-31.25=48.75$ eV² Å², and the mean square is $57.9$. The true average has a check that uses no Bloch phases: in finite open chains, the sum of $(E_c-E_v)^2|x_{cv}|^2$ over pairs of filled and empty states grows by $9.14$ eV² Å² per added cell. The numerical check tests this agreement for the chain of the example, and tests (9), the modulus of (13), and (18) on randomly chosen chains. Averages that weight the low-energy transitions do not hide the error even for this chain, because the lattice-vector derivative understates those transitions. With the weight $1/(E_c-E_v)^3$ of the static polarizability, it gives only $0.58$ of the true value.

The moduli can even agree while the elements differ. By (15) this requires $|\theta'|=|\theta'+d|$, hence $\theta'=-d/2$ for $d\neq0$. Inserting $\theta'$ from (16) gives

$$a(t_2^2+t_1t_2\cos ka)=\tfrac d2(t_1^2+t_2^2+2t_1t_2\cos ka),$$

$$\cos ka=\frac{a t_2^2-\tfrac d2(t_1^2+t_2^2)}{(d-a)\,t_1t_2}=\frac{4-3.75}{-2.5\times2}=-0.05 .$$

At this point, $ka=1.621$, both moduli are $2.23$ eV Å, yet the complex elements differ by $3.29$ eV Å. A comparison of moduli at a single $k$ is therefore not sufficient.

The uniform chain shows the physical content most directly. Let $t_1=t_2=t$, $\Delta=0$ and $d=a/2$. The true period is then $a/2$, and the two bands are one band folded into the smaller zone. Their states at the same $k$ have different eigenvalues under translation by $a/2$. The velocity commutes with that translation, so it cannot connect them. Indeed (17) gives $W_d=\tfrac a2t^2-\tfrac a2t^2+0=0$. For $s=0$, however, $W_0=-at^2(1+\cos ka)$ and $|f|^2=2t^2(1+\cos ka)$, so away from the degeneracy at $ka=\pi$

$$|\langle c|\partial_kH_{\rm lat}|v\rangle|=\frac{|W_0|}{|f|}=a|t|\sqrt{\frac{1+\cos ka}{2}}=a\,|t|\,\Big|\cos\frac{ka}{2}\Big| .$$

For $a=4$ Å and $t=-1$ eV this is $3.46$ eV Å at $ka=\pi/3$: absorption predicted for a forbidden transition.

Finally, the result rests on (1). Suppose that $x$ also has a real element $p$ between the $A$ and $B$ of one cell. In lattice-vector phases this adds to $x$ a matrix with $p$ in both off-diagonal places, and $i[H,x]$ gains the interband element $i(E_c-E_v)\,p\,(c_A^*v_B+c_B^*v_A)$. Position phases do not supply this term. For the chain above with $p=0.2$ Å, the bracket is $0.334+0.327i$ and the term is $i\times5.657\times0.2\,(0.334+0.327i)=-0.370+0.378i$ eV Å. The modulus of $v_{cv}$ falls from $1.32$ to $0.79$ eV Å. Orbital positions in the phases thus suffice when the position operator is diagonal in the orbitals; otherwise its off-diagonal elements must be added through their commutator with $H$.

## Numbers as computed

```
lattice constant a: 4.0 angstrom
distance d: 1.5 angstrom
hopping t1: -2.0 eV
hopping t2: -1.0 eV
on-site energy delta: 1.0 eV
k at ka = pi/3: 0.2618 1/angstrom
f: -2.5000 +0.8660 i eV
|f|: 2.6458 eV
upper band energy E: 2.8284 eV
transition energy: 5.6569 eV
c_A: 0.8227
c_B: -0.5372 -0.1861 i
v_A: 0.5685
v_B: 0.7773 +0.2693 i
upper band slope: -2.4495 eV angstrom
<c|dH/dk|v>, lattice phases: 0.9258 +3.0237 i eV angstrom
correction term: -0.0000 -3.9686 i eV angstrom
true v_cv from i[H,x]: 0.9258 -0.9449 i eV angstrom
|correction|: 3.9686 eV angstrom
|v_cv| true: 1.3229 eV angstrom
|v_cv| true: 0.0919 atomic units
|element| lattice phases: 3.1623 eV angstrom
|element| lattice phases: 0.2196 atomic units
|element| lattice phases, other cell: 7.6158 eV angstrom
ratio of squares, lattice/true: 5.714
ratio of squares, other cell/true: 33.14
squares in eV^2 angstrom^2: true, lattice, lattice with other cell
  ka = 0, transition 6.3246 eV: 0.250, 16.000, 64.000
  ka = pi/3, transition 5.6569 eV: 1.750, 10.000, 58.000
  ka = pi/2, transition 4.8990 eV: 4.583, 5.333, 53.333
  ka = pi, transition 2.8284 eV: 30.250, 16.000, 64.000
open chains, sum per cell: 9.1385 eV^2 angstrom^2
zone average, position phases: 9.1385 eV^2 angstrom^2
zone average, lattice phases: 9.8885 eV^2 angstrom^2
zone average, lattice phases, other cell: 57.8885 eV^2 angstrom^2
equal moduli at ka: 1.6208 rad
cos(ka) there: -0.0500
common modulus there: 2.2345 eV angstrom
|difference of complex elements| there: 3.2863 eV angstrom
uniform chain, d: 2.0 angstrom
uniform chain, t1 = t2: -1.0 eV
uniform chain, true |v_cv| at ka = pi/3: 0.0000 eV angstrom
uniform chain, lattice phases: 3.4641 eV angstrom
A-B dipole p: 0.2 angstrom
|v_cv| with dipole p: 0.7937 eV angstrom
```
